# Direction-dependent acceptor tails in a warped valence band: a numerical check

```python
# Result under test: an acceptor level at energy E outside a warped valence band
# has a tail exp(-kappa(n) r) in direction n, where kappa(n) is the largest n.q on
# the light-hole surface lam(q) = E (there the surface normal is parallel to n).
# Green function: G ~ P_L exp(-kappa r)/(2 pi r kappa) * sqrt(2E/det Hess lam).
# A Coulomb tail -Z/r multiplies this by r**beta, beta = kappa Z/(2E).
# Symbols: g = (gamma1, gamma2, gamma3); hole energies positive; energies are
# divided by hbar^2/m0, so E has the unit 1/length^2 and Z the unit 1/length.
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space
from scipy.optimize import minimize, brentq

rng = np.random.default_rng(3)
raising = np.diag([np.sqrt(3), 2, np.sqrt(3)]).astype(complex)
Jp = np.zeros((4, 4), complex)
Jp[:3, 1:] = raising
J = [(Jp + Jp.T) / 2, (Jp - Jp.T) / 2j, np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)]
PAIRS = [(0, 1), (1, 2), (0, 2)]


def unit(v):
    v = np.array(v, float)
    return v / np.linalg.norm(v)


def luttinger(k, g):
    """Four-band hole Hamiltonian, valid for complex k as well."""
    h = (g[0] + 2.5 * g[1]) * sum(c * c for c in k) * np.eye(4, dtype=complex)
    for i in range(3):
        h = h - 2 * g[1] * k[i] ** 2 * J[i] @ J[i]
    for i, j in PAIRS:
        h = h - 2 * g[2] * k[i] * k[j] * (J[i] @ J[j] + J[j] @ J[i])
    return h / 2


def warp_squared(k, g):
    s = [c * c for c in k]
    total = s[0] + s[1] + s[2]
    mixed = s[0] * s[1] + s[1] * s[2] + s[0] * s[2]
    return g[1] ** 2 * total ** 2 + 3 * (g[2] ** 2 - g[1] ** 2) * mixed


def light(q, g):
    return 0.5 * g[0] * np.dot(q, q) + np.sqrt(warp_squared(q, g))


def light_derivatives(q, g):
    s, c = np.dot(q, q), 3 * (g[2] ** 2 - g[1] ** 2)
    root = np.sqrt(warp_squared(q, g))
    dq = 4 * g[1] ** 2 * s * q + 2 * c * q * (s - q ** 2)
    d2q = np.diag(4 * g[1] ** 2 * s + 2 * c * (s - q ** 2) - 4 * c * q ** 2)
    d2q = d2q + (8 * g[1] ** 2 + 4 * c) * np.outer(q, q)
    grad = g[0] * q + dq / (2 * root)
    hess = g[0] * np.eye(3) + d2q / (2 * root) - np.outer(dq, dq) / (4 * root ** 3)
    return grad, hess


def stationary_point(n, E, g):
    """Return kappa, the point q* on the surface, and det of the Hessian there."""
    w = np.linalg.solve(light_derivatives(n, g)[1], n)
    for it in range(80):
        step = np.linalg.solve(light_derivatives(w, g)[1], n) - w
        w = w + (0.5 if it < 10 else 1.0) * step
        if np.linalg.norm(step) < 1e-14 * np.linalg.norm(w):
            break
    grad, hess = light_derivatives(w, g)
    assert np.linalg.norm(grad - n) < 1e-10
    q = w * np.sqrt(E / light(w, g))
    return n @ q, q, np.linalg.det(hess)


def green_trace(r, n, E, g, kappa):
    """Tr G(r n): all poles along n at real transverse k, then a plane integral."""
    e1, e2 = null_space(n[None, :]).T
    step = 2 * np.pi / (1.2 * r + 40 / kappa)
    half = int(np.ceil(kappa * (5 + 80 / (kappa * r)) / step))
    u = (np.arange(-half, half) + 0.5) * step
    a, b = [m.ravel() for m in np.meshgrid(u[u > 0], u)]
    scale = np.sqrt(a * a + b * b) + kappa
    circle = np.exp(2j * np.pi * np.arange(5) / 5)
    k = [(a * e1[i] + b * e2[i])[:, None] + scale[:, None] * circle * n[i] for i in range(3)]
    den = (0.5 * g[0] * sum(c * c for c in k) + E) ** 2 - warp_squared(k, g)
    coef = np.fft.fft(den, axis=1) / 5
    comp = np.zeros((len(a), 4, 4), complex)
    comp[:, 0, :] = -coef[:, 3::-1] / coef[:, 4:5]
    comp[:, 1, 0] = comp[:, 2, 1] = comp[:, 3, 2] = 1
    x = np.linalg.eigvals(comp)
    total = 0
    for j in range(4):
        others = [m for m in range(4) if m != j]
        slope = coef[:, 4] * np.prod(x[:, [j]] - x[:, others], axis=1) / scale
        kj = scale * x[:, j]
        num = 4 * (0.5 * g[0] * (a * a + b * b + kj * kj) + E)
        up = kj.imag > 0
        total += np.sum(np.exp(1j * kj[up] * r) * num[up] / slope[up])
    return 2 * (1j * total).real * step ** 2 / (2 * np.pi) ** 2


def asymptotic_trace(r, E, kappa, det):
    return 2 * np.exp(-kappa * r) / (2 * np.pi * r * kappa) * np.sqrt(2 * E / det)


g_model, E_model = (10.0, 1.5, 4.5), 1.0
g_ge = (13.4, 4.2, 5.7)
n_model = unit([5, 2, 1])

# Dispersion, trace of the resolvent, convexity and the pole-free tube
for g in (g_model, g_ge):
    for _ in range(100):
        q, p = rng.normal(size=3), rng.normal(size=3)
        ev = np.linalg.eigvalsh(luttinger(q, g))
        assert abs(ev[-1] - light(q, g)) < 1e-10 * ev[-1]
        z = p + 0.3j * q
        a0 = 0.5 * g[0] * sum(c * c for c in z) + 1
        direct = np.trace(np.linalg.inv(luttinger(z, g) + np.eye(4)))
        assert abs(direct - 4 * a0 / (a0 ** 2 - warp_squared(z, g))) < 1e-8 * (1 + abs(direct))
        top_p = np.linalg.eigvalsh(luttinger(p, g))[-1]
        top_mid = np.linalg.eigvalsh(luttinger((p + q) / 2, g))[-1]
        assert top_mid < (ev[-1] + top_p) / 2
        on_surface = q / np.sqrt(ev[-1])
        inside = 0.9 * on_surface
        smallest = np.linalg.svd(luttinger(p + 1j * inside, g) + np.eye(4), compute_uv=False)[-1]
        assert smallest > 1 - 0.81 - 1e-10
        edge = np.linalg.svd(luttinger(1j * on_surface, g) + np.eye(4), compute_uv=False)[-1]
        assert edge < 1e-10

# kappa again, by minimizing matrix eigenvalues over transverse vectors
kap, qstar, det = stationary_point(n_model, E_model, g_model)
t1, t2 = null_space(n_model[None, :]).T
search = minimize(lambda c: np.linalg.eigvalsh(
    luttinger(n_model + c[0] * t1 + c[1] * t2, g_model))[-1], [0, 0],
    method="Nelder-Mead", options={"xatol": 1e-8, "fatol": 1e-12})
kap_search = np.sqrt(E_model / search.fun)
assert abs(kap_search / kap - 1) < 1e-8
kap_radial = np.sqrt(E_model / light(n_model, g_model))
tilt = np.degrees(np.arccos(n_model @ unit(qstar)))

# Rate and prefactor from the Green function
radii = np.array([30, 60, 120]) / kap
traces = np.array([green_trace(r, n_model, E_model, g_model, kap) for r in radii])
ratios = traces / asymptotic_trace(radii, E_model, kap, det)
rate = np.log(radii[1] * traces[1] / (radii[2] * traces[2])) / (radii[2] - radii[1])
first = [2 * ratios[1] - ratios[0], 2 * ratios[2] - ratios[1]]
limit = (4 * first[1] - first[0]) / 3
assert abs(rate / kap - 1) < 2e-3
assert kap / kap_radial - 1 > 1e-2
assert abs(limit - 1) < 1e-2

# Coulomb power: apply the full matrix differential operator to the claimed tail
Z_model = 1.6 * E_model / kap
spinor = np.array([1, 0.3, -0.2j, 0.5])
axes = np.eye(3)
square = [luttinger(axes[i], g_model) for i in range(3)]
cross = {(i, j): luttinger(axes[i] + axes[j], g_model) - square[i] - square[j] for i, j in PAIRS}


def light_projector(q):
    w = luttinger(q, g_model) - 0.5 * g_model[0] * np.dot(q, q) * np.eye(4)
    return (np.eye(4) + w / np.sqrt(warp_squared(q, g_model))) / 2


def coulomb_residual(r0, with_power):
    """r |P_L (H + E - Z/r) psi| / (Z |psi|); it must vanish at large r."""
    def exponent_and_q(x):
        r = np.linalg.norm(x)
        kx, qx, _ = stationary_point(x / r, E_model, g_model)
        beta = kx * Z_model / (2 * E_model) if with_power else 0.0
        return -kx * r + (beta - 1) * np.log(r), qx
    x0 = r0 * n_model
    ref, q0 = exponent_and_q(x0)

    def psi(x):
        ex, qx = exponent_and_q(x)
        return np.exp(ex - ref) * (light_projector(qx) @ spinor)
    h = 0.03 / kap
    centre = psi(x0)
    out = (E_model - Z_model / r0) * centre
    second = {-2: -1 / 12, -1: 4 / 3, 1: 4 / 3, 2: -1 / 12}
    slope = {-2: 1 / 12, -1: -2 / 3, 1: 2 / 3, 2: -1 / 12}
    for i in range(3):
        d2 = -2.5 * centre + sum(c * psi(x0 + m * h * axes[i]) for m, c in second.items())
        out = out - square[i] @ d2 / h ** 2
    for i, j in PAIRS:
        d2 = sum(c * d * psi(x0 + h * (m * axes[i] + l * axes[j]))
                 for m, c in slope.items() for l, d in slope.items())
        out = out - cross[i, j] @ d2 / h ** 2
    return r0 * np.linalg.norm(light_projector(q0) @ out) / (Z_model * np.linalg.norm(centre))


res_near = coulomb_residual(1e3 / kap, True)
res_far = coulomb_residual(1e4 / kap, True)
res_control = coulomb_residual(1e4 / kap, False)
assert res_far < 0.02 and abs(res_control - 1) < 0.05

print("MODEL gamma1, gamma2, gamma3:", g_model, " direction [5 2 1], E = 1")
print(f"kappa, stationary point (sqrt E units): {kap:.6f}")
print(f"kappa, eigenvalue minimization: {kap_search:.6f}")
print(f"kappa, Green function slope: {rate:.6f}")
print(f"kappa, radial rule k = i q n: {kap_radial:.6f}")
print(f"angle between q* and n: {tilt:.2f} deg")
print("G/leading term at kappa r = 30, 60, 120:", np.round(ratios, 4))
print(f"same ratio extrapolated to infinite r: {limit:.5f}")
print(f"Coulomb residual at kappa r = 1e3, 1e4: {res_near:.5f}, {res_far:.5f}")
print(f"Coulomb residual without the power, 1e4: {res_control:.4f}")

# Germanium example, rough typical parameters
h2m = const.hbar ** 2 / const.m_e / const.e * 1e18          # eV nm^2
coul = const.e / (4 * np.pi * const.epsilon_0) * 1e9        # eV nm
E_ev, eps_r, split_ev, gap_ev, r_ex = 0.011, 16.0, 0.29, 0.9, 50.0
E_ge, Z_ge = E_ev / h2m, coul / eps_r / h2m
print("GERMANIUM gamma1, gamma2, gamma3 (rough):", g_ge)
print(f"E = {E_ev*1e3:.1f} meV, eps_r = {eps_r:.0f}, split-off = {split_ev:.2f} eV, direct gap = {gap_ev:.1f} eV")
print(f"hbar^2/m0 = {h2m:.5f} eV nm^2, e^2/(4 pi eps0) = {coul:.4f} eV nm")

# Six-band matrix: orbital part T and split-off projector
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
l_dot_s = sum(np.kron(-1j * levi[i], pauli[i] / 2) for i in range(3))
P_so = (np.eye(6) - 2 * l_dot_s) / 3


def orbital_part(q, g):
    t = 3 * g[2] * np.outer(q, q)
    for i in range(3):
        t[i, i] = 0.5 * ((g[0] - 2 * g[1]) * np.dot(q, q) + 6 * g[1] * q[i] ** 2)
    return t


def six_band_top(q, g, split):
    return np.linalg.eigvalsh(np.kron(orbital_part(q, g), np.eye(2)) - split * P_so)[-1]


lowest = 1e9
for _ in range(3000):
    lowest = min(lowest, np.linalg.eigvalsh(orbital_part(unit(rng.normal(size=3)), g_ge))[0])
assert lowest > 0
for _ in range(20):
    q = unit(rng.normal(size=3))
    assert abs(six_band_top(q, g_ge, 1e7) - light(q, g_ge)) < 1e-3

kappas = {}
for name, v in (("[100]", [1, 0, 0]), ("[110]", [1, 1, 0]), ("[111]", [1, 1, 1])):
    n = unit(v)
    kn, _, dn = stationary_point(n, E_ge, g_ge)
    kappas[name] = (kn, dn)
    beta = kn * Z_ge / (2 * E_ge)
    k6 = brentq(lambda s: six_band_top(s * n, g_ge, split_ev / h2m) - E_ge, 0.5 * kn, 1.5 * kn)
    print(f"{name} kappa = {kn:.5f} 1/nm, length 1/kappa = {1/kn:.3f} nm")
    print(f"{name} beta = {beta:.4f}, power of r in psi = {beta-1:.4f}")
    print(f"{name} slope -dln(psi)/dr at {r_ex:.0f} nm = {kn+(1-beta)/r_ex:.5f} 1/nm")
    print(f"{name} kappa change by split-off band = {100*(k6/kn-1):.3f} %")

k100, det100 = kappas["[100]"]
k111 = kappas["[111]"][0]
print(f"kappa[100]/kappa[111] - 1 = {100*(k100/k111-1):.2f} %")
print(f"density ratio [111]/[100] at {r_ex:.0f} nm, exponentials only = {np.exp(2*(k100-k111)*r_ex):.3f}")
k_heavy = np.sqrt(2 * E_ge / (g_ge[0] - 2 * g_ge[1]))
print(f"heavy-hole length along [100] = {1/k_heavy:.3f} nm")

worst, worst_n = 0.0, None
for y in np.linspace(0, 1, 21):
    for zfrac in np.linspace(0, 1, 11):
        n = unit([1, y, y * zfrac])
        excess = stationary_point(n, E_ge, g_ge)[0] / np.sqrt(E_ge / light(n, g_ge)) - 1
        assert excess > -1e-12
        if excess > worst:
            worst, worst_n = excess, n
print(f"largest error of radial rule in kappa = {100*worst:.3f} %")
print("direction of largest error:", np.round(worst_n, 3))

for r in (30.0, 60.0, 120.0):
    ratio = green_trace(r, unit([1, 0, 0]), E_ge, g_ge, k100) / asymptotic_trace(r, E_ge, k100, det100)
    print(f"[100] zero-range G/leading term at {r:.0f} nm = {ratio:.4f}")
assert abs(ratio - 1) < 0.15

# Sizes of neglected effects
gamma_light = g_ge[0] + 2 * g_ge[1]
conduction = 0.5 * (1 + 1 / gamma_light) * E_ev / (gap_ev - E_ev)
density_cm3 = 1e15
spacing = density_cm3 ** (-1 / 3) * 1e7
neighbour = coul / eps_r * (1 / (spacing - r_ex) - 1 / spacing)
print(f"conduction-band coupling lowers kappa by at most about {100*conduction:.2f} %")
print(f"acceptor density {density_cm3:.0e} cm^-3, mean spacing {spacing:.1f} nm")
print(f"ionized neighbour: potential change at {r_ex:.0f} nm = {neighbour*1e3:.3f} meV")
print(f"ionized neighbour: local kappa change = {100*neighbour/(2*E_ev):.2f} %")
print(f"thermal energy at 4.2 K = {const.k*4.2/const.e*1e3:.3f} meV")
print("all good")
```

Output:

```
MODEL gamma1, gamma2, gamma3: (10.0, 1.5, 4.5)  direction [5 2 1], E = 1
kappa, stationary point (sqrt E units): 0.368161
kappa, eigenvalue minimization: 0.368161
kappa, Green function slope: 0.367860
kappa, radial rule k = i q n: 0.350055
angle between q* and n: 16.18 deg
G/leading term at kappa r = 30, 60, 120: [0.8074 0.9113 0.9572]
same ratio extrapolated to infinite r: 0.99891
Coulomb residual at kappa r = 1e3, 1e4: 0.00217, 0.00035
Coulomb residual without the power, 1e4: 0.9996
GERMANIUM gamma1, gamma2, gamma3 (rough): (13.4, 4.2, 5.7)
E = 11.0 meV, eps_r = 16, split-off = 0.29 eV, direct gap = 0.9 eV
hbar^2/m0 = 0.07620 eV nm^2, e^2/(4 pi eps0) = 1.4400 eV nm
[100] kappa = 0.11508 1/nm, length 1/kappa = 8.689 nm
[100] beta = 0.4708, power of r in psi = -0.5292
[100] slope -dln(psi)/dr at 50 nm = 0.12567 1/nm
[100] kappa change by split-off band = -0.544 %
[110] kappa = 0.10939 1/nm, length 1/kappa = 9.142 nm
[110] beta = 0.4475, power of r in psi = -0.5525
[110] slope -dln(psi)/dr at 50 nm = 0.12044 1/nm
[110] kappa change by split-off band = -0.696 %
[111] kappa = 0.10790 1/nm, length 1/kappa = 9.268 nm
[111] beta = 0.4414, power of r in psi = -0.5586
[111] slope -dln(psi)/dr at 50 nm = 0.11907 1/nm
[111] kappa change by split-off band = -0.767 %
kappa[100]/kappa[111] - 1 = 6.66 %
density ratio [111]/[100] at 50 nm, exponentials only = 2.051
heavy-hole length along [100] = 4.162 nm
largest error of radial rule in kappa = 0.597 %
direction of largest error: [0.905 0.317 0.285]
[100] zero-range G/leading term at 30 nm = 0.1284
[100] zero-range G/leading term at 60 nm = 0.7225
[100] zero-range G/leading term at 120 nm = 0.8873
conduction-band coupling lowers kappa by at most about 0.65 %
acceptor density 1e+15 cm^-3, mean spacing 100.0 nm
ionized neighbour: potential change at 50 nm = 0.900 meV
ionized neighbour: local kappa change = 4.09 %
thermal energy at 4.2 K = 0.362 meV
all good
```
